# How many active traps carry 1 A/cm² through a gate film?

**How many active traps per square centimetre does a gate insulator need in order to leak 1 A/cm², if each trap transfers one million electrons per second? How does that number change with the trap rate, the film thickness and the path the electrons take?**

## The count

Let \(J\) be the magnitude of the leakage current density and \(q\) the positive elementary charge. Suppose that each electron crosses the film through one trap, and that each active trap completes \(R\) net transfers per second from cathode to anode. If the traps differ, \(R\) is their average.

An area \(A\) with \(N\) active traps per unit area holds \(NA\) traps. In a time \(T\) they transfer \(NART\) electrons, which carry the charge \(qNART\). Current density is charge divided by area and time, so

\[
J=\frac{qNART}{AT}=qNR,\qquad N=\frac{J}{qR}.
\]

One trap carries \(qR=(1.602\times10^{-19}\ \mathrm{C})(10^{6}\ \mathrm{s^{-1}})=1.602\times10^{-13}\) A. Therefore

\[
N=\frac{1\ \mathrm{A/cm^2}}{1.602\times10^{-13}\ \mathrm{A}}\approx 6.2\times10^{12}\ \mathrm{cm^{-2}}.
\]

This is one active trap per 16 nm². The result is proportional to \(J\) and inversely proportional to \(R\): at fixed \(J\), traps ten times slower must be ten times as numerous, \(6.2\times10^{13}\ \mathrm{cm^{-2}}\).

## What the transfer rate means

An empty trap waits a mean time \(1/c\) to capture an electron, and a filled trap waits a mean time \(1/e\) to emit it towards the anode. One transfer needs both steps, so

\[
R=\frac{1}{1/c+1/e}=\frac{ce}{c+e}.
\]

If \(c\gg e\), then \(R\approx e\); if \(e\gg c\), then \(R\approx c\). The slower step sets the rate. If the steps are equal, \(R=c/2\), so a million transfers per second require \(c=e=2\times10^{6}\ \mathrm{s^{-1}}\), and the trap is filled half of the time.

A random simulation tested the count with unequal steps, \(c=3\times10^{6}\) and \(e=1.5\times10^{6}\ \mathrm{s^{-1}}\), which again give \(R=10^6\ \mathrm{s^{-1}}\). It followed 624 traps in a cell of \(10^{-10}\ \mathrm{cm^2}\) for 2 ms. The electrons that left the traps gave 0.9996 A/cm².

Electrons can also flow backwards. Let the trap exchange electrons with the cathode at rate \(k_L\) and with the anode at rate \(k_R\), and let \(f_L,f_R\) be the electrode occupations at the trap energy. Treat the trap as a single state with filling probability \(p\). In the steady state, gain equals loss:

\[
(k_Lf_L+k_Rf_R)(1-p)=[k_L(1-f_L)+k_R(1-f_R)]p .
\]

The terms containing \(f_Lp\) and \(f_Rp\) cancel, leaving \(p=(k_Lf_L+k_Rf_R)/(k_L+k_R)\). The net flow from the cathode is

\[
R=k_Lf_L(1-p)-k_L(1-f_L)p=k_L(f_L-p)
=\frac{k_Lk_R}{k_L+k_R}(f_L-f_R).
\]

One-way transfer is a good approximation when the trap level lies several \(k_BT\) below the cathode Fermi level and several \(k_BT\) above that of the anode. Then \(f_L\approx1\), \(f_R\approx0\), and the earlier formula returns with \(c=k_L\), \(e=k_R\).

## Which traps are active

Consider a film of thickness \(t\) with a trap at distance \(x\) from the cathode. For a trap at depth \(E_t\) below the film's band edge, the wave function decays with \(\kappa=\sqrt{2m^*E_t}/\hbar\), where \(m^*\) is the electron's mass in the film. Neglect the tilt of the barrier for now, and give both electrodes the same attempt rate \(\nu\):

\[
k_L=\nu e^{-2\kappa x},\qquad k_R=\nu e^{-2\kappa(t-x)} .
\]

Put \(x=t/2+u\). The two waiting times add to

\[
\frac1R=\frac{e^{\kappa t}}{\nu}\left(e^{2\kappa u}+e^{-2\kappa u}\right),
\qquad
R(u)=\frac{\nu e^{-\kappa t}}{2\cosh(2\kappa u)} .
\]

The rate peaks at mid-film, where \(R_0=\tfrac12\nu e^{-\kappa t}\). Nearer to one electrode, one step becomes faster, but the other becomes slower and limits the cycle.

For traps at mid-film the required number is therefore

\[
N=\frac{J}{qR_0}=\frac{2J}{q\nu}e^{\kappa t}.
\]

At fixed \(J\), \(\nu\) and \(\kappa\), it grows exponentially with thickness. The count applies only while direct tunnelling through the whole film, which falls roughly as \(e^{-2\kappa t}\), is small compared with \(J\); in thinner films it takes over.

## A 4 nm film

Take a dysprosium oxide film between two metal electrodes, with 1 V across 4 nm, a field of 2.5 MV/cm. The active traps lie in a thin sheet at mid-film. Thin means about 0.1 nm: with equal attempt rates, hops between neighbours at slightly different depths (treated below) add about 2% to the current for a sheet 0.1 nm wide, 18% for 0.3 nm and 45% for 0.5 nm. The relative permittivity is 14, a rough typical value. The film mass of 0.2 electron masses, the electrode barrier of 2 eV and the trap depth of 2 eV are round model values; the depth is not an identified defect level of this oxide.

These values give \(\kappa=3.24\ \mathrm{nm^{-1}}\), so \(\kappa t=12.96\). The assumed transfer rate then implies

\[
\nu=2R_0e^{\kappa t}=(2\times10^6\ \mathrm{s^{-1}})e^{12.96}
\approx8.5\times10^{11}\ \mathrm{s^{-1}} .
\]

One more nanometre at the same \(\nu\) and \(\kappa\) would multiply the required \(N\) by \(e^{3.24}\approx26\). With the barrier tilt included, the factor is about 29 at fixed voltage and 35 at fixed field.

For traps placed independently at random in the sheet, the chance of finding no neighbour within \(r\) is \(e^{-\pi Nr^2}\). The mean nearest-neighbour distance is the integral of this probability,

\[
\int_0^\infty e^{-\pi Nr^2}\,dr=\frac{1}{2\sqrt N}=2.0\ \mathrm{nm}.
\]

A gate of 20 nm by 50 nm covers 62 traps on average. Random placement gives a variance equal to the mean, hence a relative spread of \(1/\sqrt{62.4}=12.7\%\) from gate to gate. If all traps have the same rate, the mean leakage varies by the same fraction.

## Corrections for the mid-film sheet

**Return flow.** The trap level is 0.5 eV below the cathode Fermi level and 0.5 eV above that of the anode. At 300 K return flow lowers \(R\) by a fraction of about \(8\times10^{-9}\), which is negligible.

**Direct tunnelling.** A numerical solution of the wave equation for the tilted barrier gives about 0.05 A/cm² without traps. It assumes smooth interfaces, conserved parallel momentum and a metal Fermi energy of 5 eV, and it leaves out image forces. If the total leakage is 1 A/cm², the traps need to carry about 5% less for these model values. The figure is very sensitive to them: an image force raises the direct current to 0.09 A/cm² with a permittivity of 14 and to 0.28 A/cm² with a permittivity of 4, a barrier of 1.8 eV gives 0.21 A/cm², and a film mass of 0.17 gives 0.27 A/cm². At 3.5 nm and 1 V, direct tunnelling alone reaches about 1 A/cm².

**Barrier tilt.** With \(\nu\) fixed, the field moves the best trap position from 2.00 to 1.85 nm from the cathode. A trap there is about 16% faster than the flat-barrier estimate at mid-film. A trap that stays at mid-film is about 23% slower than that estimate, because the tilt raises the barrier on its cathode side and capture limits the cycle. At this fixed \(\nu\), a mid-film sheet would therefore need about 30% more traps.

**Stored charge.** Suppose that a trap is neutral when empty and negative when filled. In the flat-barrier estimate the sheet is half filled; the tilt slows capture and lowers the filling. A half-filled sheet has charge density of magnitude \(\sigma=qN/2\). With both electrode potentials fixed, the extra potential is a triangle with slopes of magnitude \(\sigma/(2\varepsilon)\), where \(\varepsilon\) is the film's permittivity. Its height at mid-film is

\[
\frac{\sigma}{2\varepsilon}\,\frac t2=\frac{\sigma t}{4\varepsilon}=0.040\ \mathrm{V}.
\]

At half filling the trap level rises on average by 0.04 eV. With the tilt the filling is about 0.16, and the rise is about 0.017 eV even with 30% more traps. In both cases the level stays well inside the bias window. A trap with a filled neighbour close by is shifted more.

**Temperature.** If the attempt rate without a phonon barrier were \(10^{13}\ \mathrm{s^{-1}}\), an assumed value, the smaller \(\nu\) would imply an activation energy

\[
E_a=k_BT\ln\frac{10^{13}}{8.5\times10^{11}}\approx0.064\ \mathrm{eV}
\]

at 300 K. An activated rate would then rise by a factor of 1.8 at 398 K, and the same leakage would need \(3.4\times10^{12}\) traps per cm². This factor depends directly on the assumed bare rate.

## When electrons hop through several traps

In a chain of \(m\) traps, the steady current is the same through every link. If each path carries \(R\) electrons per second and no trap is shared between paths, there are \(J/(qR)\) paths per unit area and

\[
N=\frac{mJ}{qR}.
\]

At the same \(R\), two traps per path require \(1.2\times10^{13}\ \mathrm{cm^{-2}}\), and three require \(1.9\times10^{13}\ \mathrm{cm^{-2}}\).

The rate, however, need not stay the same, because a chain replaces long tunnelling steps by shorter ones. For two traps let \(a\) be the entry rate, \(h\) the hopping rate and \(b\) the exit rate, with no backward steps. Let \(P_{10}\) be the probability that the first trap is filled and the second empty, and name the other states likewise. Balancing the states 00, 11 and 10 gives

\[
aP_{00}=bP_{01},\qquad bP_{11}=aP_{01},
\]
\[
hP_{10}=aP_{00}+bP_{11}=(a+b)P_{01}.
\]

The probabilities add to one:

\[
P_{01}\left(1+\frac ba+\frac ab+\frac{a+b}{h}\right)=1.
\]

The current is \(R=hP_{10}=(a+b)P_{01}\), so

\[
\frac1R=\frac{1+b/a+a/b}{a+b}+\frac1h
=\frac{a^2+ab+b^2}{ab(a+b)}+\frac1h .
\]

For traps at \(t/3\) and \(2t/3\), aligned across the film and with equal attempt rates, \(a=b=h=k=\nu e^{-2\kappa t/3}\). Then \(1/R=3/(2k)+1/k=5/(2k)\), or \(R=0.4k\). Compared with a single trap at mid-film,

\[
\frac{0.4\,\nu e^{-2\kappa t/3}}{0.5\,\nu e^{-\kappa t}}
=0.8\,e^{\kappa t/3}=0.8\,e^{4.32}\approx60 .
\]

Such a pair uses twice as many traps but carries about sixty times the current. This assumes that the hop has the same attempt rate as the electrode steps. In the applied field the two levels differ by about 0.33 eV, which must be released as phonons, so in a real oxide the hop can be much slower and the gain smaller. The same assumption enters the pair sum below.

## Why a uniformly filled film is different

Suppose first that electrons in a uniformly filled film still used one trap each. Adding up the rates at all depths gives an equivalent active width

\[
w=\int\frac{R(u)}{R_0}\,du\approx\int_{-\infty}^{\infty}\frac{du}{\cosh(2\kappa u)}
=\frac1{2\kappa}\int_{-\infty}^{\infty}\frac{ds}{\cosh s}.
\]

The infinite limits are justified because \(\kappa t\gg1\). With \(y=e^s\), the last integral becomes \(2\int_0^\infty dy/(1+y^2)=\pi\), so \(w=\pi/(2\kappa)=0.485\) nm. The required volume density would be \(N/w=1.3\times10^{20}\ \mathrm{cm^{-3}}\), or \(Nt/w=5.15\times10^{13}\) traps per cm² through the whole film.

This conversion fails for the example. At that density, a first-order sum over pairs gives an extra current about 21 times the single-trap current. The sum treats every pair as isolated, uses equal attempt rates and omits repulsion between electrons. A correction so much larger than the single-trap term shows that the expansion cannot be stopped at pairs, so the factor 21 is a sign of failure and not a reliable current.

A rough correction follows from scaling. If the density is reduced by a factor \(s\), the single-trap current varies as \(s\) and the pair current as \(s^2\). Restoring the target requires \(s+21s^2=1\), so \(s\approx0.2\). Even there, pairs carry about four times as much as single traps, and longer chains may matter. Without repulsion between electrons, the uniform film would thus need fewer traps than the one-trap conversion suggests, but this model does not fix the number.

Stored charge gives a second warning. At the full density of \(1.3\times10^{20}\ \mathrm{cm^{-3}}\), before the reduction by \(s\), and with the filling taken from the one-trap rates, the charge produces an opposing field of 2.49 MV/cm at the cathode, nearly cancelling the applied 2.5 MV/cm. The trap levels within about 0.5 nm of the cathode then lie less than \(k_BT\) below its Fermi level, and about \(3k_BT\) below at 1 nm, so the full occupation assumed near the cathode is no longer justified. Charge, potential and hopping must then be found together.

## Comparison with real gate stacks

A leakage of 1 A/cm² can be acceptable in fast logic but is high for low-power circuits and memory capacitors. The uniform density of \(1.3\times10^{20}\ \mathrm{cm^{-3}}\) would be high for a good gate film, roughly one trap per few hundred atoms. A real transistor also has a silicon electrode and usually a thin interfacial oxide. Silicon may have no states at the trap energy used here, so capture may require phonon emission. If that lowered the average \(R\) tenfold, the required \(N\) would rise tenfold. The figure of \(6\times10^{12}\ \mathrm{cm^{-2}}\) is therefore a count of active traps at a stated average rate, and a leakage measurement alone fixes only the product \(NR\) for single-trap paths.

## Numbers as computed

```
Target leakage J = 1.0 A/cm^2
Transfers per trap R = 1.0e+06 1/s
Elementary charge q = 1.6022e-19 C
Current per trap qR = 1.6022e-13 A
Active trap density N = 6.242e+12 1/cm^2
Same density N = 0.0624 1/nm^2
N for two traps per path = 1.248e+13 1/cm^2
N for three traps per path = 1.872e+13 1/cm^2
N if R is ten times smaller = 6.242e+13 1/cm^2
Simulation: capture rate = 3.00e+06 1/s
Simulation: emission rate = 1.50e+06 1/s
Simulation: cell area = 1.0e-10 cm^2
Simulation: traps in cell = 624
Simulation: duration = 2.0 ms
Simulation: current density = 0.9996 A/cm^2
Area per trap = 16.02 nm^2
Spacing 1/sqrt(N) = 4.00 nm
Mean nearest-neighbour distance = 2.00 nm
Gate area = 1000 nm^2
Mean traps under gate = 62.4
Relative random spread = 12.7 percent
Film thickness = 4.0 nm; voltage = 1.0 V
Applied field = 2.50 MV/cm
Relative permittivity = 14
Film mass = 0.20 electron masses
Electrode barrier = 2.0 eV; trap depth = 2.0 eV
Metal Fermi energy = 5.0 eV
Decay constant kappa = 3.240 1/nm
Mid-film capture rate = 2.0e+06 1/s
Required attempt rate nu = 8.51e+11 1/s
Equivalent active width w = 0.485 nm
Uniform volume density N/w = 1.29e+20 1/cm^3
Uniform total density N t/w = 5.15e+13 1/cm^2
Direct tunnelling current = 4.59e-02 A/cm^2
Wave/exponential transmission ratio = 3.77
Tilt: best trap position = 1.85 nm from cathode
Tilt: peak rate factor = 1.158
Mid-film trap level from cathode Fermi = -0.50 eV
Return-flow fractional loss at 300 K = 8.0e-09
Assumed bare attempt rate = 1.0e+13 1/s
Inferred activation energy = 0.064 eV
Rate factor from 300 K to 398 K = 1.83
Required N at 398 K = 3.40e+12 1/cm^2
Half-filled sheet: level shift = 0.040 eV
Uniform traps: mid-film level shift = 0.166 eV
Uniform traps: opposing cathode field = 2.49 MV/cm
Uniform traps: pair gain/single current = 20.95
```
